# Equal wavevector spacing of hyperbolic phonon modes in a boron nitride slab

Q: You say that at one frequency the phonon modes of a hexagonal boron nitride slab are evenly spaced in in-plane wavevector, and that the substrate has no say in the spacing. An ordinary dielectric waveguide does not behave like that. What are you assuming?

A: The slab fills $0<z<d$, with its layers parallel to the faces. Its relative permittivity is $\varepsilon_t$ for fields along the layers and $\varepsilon_z$ for fields normal to them. Both are real, because the slab is lossless, and both are fixed because the frequency $\omega$ is fixed. Below lies a homogeneous half-space of real permittivity $\varepsilon_s$, above another of permittivity $\varepsilon_a$. All responses are local: the permittivities do not depend on wavevector.

The modes vary as $e^{iqx}$ with $q\gg\omega/c$. In this nonretarded regime the electric field is nearly curl-free, so $\mathbf E=-\nabla\phi$ with $\phi=f(z)e^{iqx}$. I take $q>0$; the modes at $-q$ are mirror images.

Q: Then write the field equation. Where does the unusual behaviour enter?

A: With no free charge, $\nabla\cdot(\varepsilon\nabla\phi)=0$. Two $x$-derivatives give $-q^2$, hence

$$-\varepsilon_t q^2 f+\varepsilon_z f''=0,\qquad f''=\frac{\varepsilon_t}{\varepsilon_z}\,q^2 f .$$

If the permittivities have the same sign, $f$ is built from real exponentials. If their signs differ, which is the hyperbolic case, the coefficient is negative and $f$ oscillates:

$$f''=-K^2f,\qquad K=\frac{q}{s},\qquad s=\sqrt{-\frac{\varepsilon_z}{\varepsilon_t}}>0 .$$

The normal wavenumber $K$ is proportional to $q$. In an ordinary waveguide $K^2+q^2$ is fixed by the frequency, so equal steps in $K$ are not equal steps in $q$. Here they are.

Q: Equal steps in $K$ are not yet shown. The field leaks out of the slab, and the leakage depends on $q$. Surely the reflection phase does too.

A: That is the point to check. In each isotropic half-space $f''=q^2f$, and the decaying solutions are

$$f=f(0)e^{qz}\ (z<0),\qquad f=f(d)e^{-q(z-d)}\ (z>d).$$

The potential is continuous, and so is the normal displacement, proportional to $\varepsilon f'$. The outside slopes are $+qf(0)$ and $-qf(d)$, so

$$\varepsilon_z f'(0)=\varepsilon_s q f(0),\qquad \varepsilon_z f'(d)=-\varepsilon_a q f(d).$$

Inside, write $f=\cos(Kz-\alpha)$, so $f'=-K\sin(Kz-\alpha)$. At the lower face $f(0)=\cos\alpha$ and $f'(0)=K\sin\alpha$. Therefore

$$\varepsilon_zK\sin\alpha=\varepsilon_s q\cos\alpha .$$

For finite $\varepsilon_s$, $\cos\alpha$ cannot vanish, since $\sin\alpha$ would then have to vanish as well. Dividing, and using $q/K=s$,

$$\tan\alpha=\frac{\varepsilon_s s}{\varepsilon_z}.$$

At the upper face the two minus signs cancel:

$$\varepsilon_zK\sin(Kd-\alpha)=\varepsilon_a q\cos(Kd-\alpha),\qquad \tan(Kd-\alpha)=\frac{\varepsilon_a s}{\varepsilon_z}\equiv\tan\beta .$$

The wavevector has cancelled from both phases. The leakage length $1/q$ does depend on $q$, but the normal wavelength inside scales in the same way, and the phase depends on their ratio.

Q: And the mode condition?

A: Take $\alpha$ and $\beta$ between $-\pi/2$ and $\pi/2$. Equality of tangents means equality up to a multiple of $\pi$, so $Kd=n\pi+\alpha+\beta$. Since $q=sK$,

$$q_n=\frac{s}{d}\,(n\pi+\alpha+\beta),\qquad q_n>0,$$

and subtracting neighbours gives

$$\Delta q=q_{n+1}-q_n=\frac{\pi}{d}\sqrt{-\frac{\varepsilon_z}{\varepsilon_t}} .$$

Within the stated model this is exact, not a large-$n$ limit. The surroundings shift the whole ladder through $\alpha+\beta$ but leave its spacing alone.

Q: I have seen the root written with "normal" over "parallel". Normal to what?

A: To the layers. If "parallel" meant parallel to the optic axis, which is itself normal to the layers, the same words would give the inverse ratio and a wrong spacing.

Q: Which integers are allowed? A missing or extra mode at the bottom would spoil the picture.

A: Let the surroundings have positive permittivity. If $\varepsilon_z>0>\varepsilon_t$, both phases lie between $0$ and $\pi/2$, their sum lies between $0$ and $\pi$, and the lowest mode is $n=0$. If $\varepsilon_z<0<\varepsilon_t$, both phases are negative, their sum lies between $-\pi$ and $0$, and the lowest mode is $n=1$.

In both cases $n$ counts the zeros of $f$ inside the slab. The argument of the cosine runs from $-\alpha$ to $n\pi+\beta$. The zeros at $\pi/2,\,3\pi/2,\dots,\,n\pi-\pi/2$ lie in that interval, and no others do.

Q: You assumed real $q$. Could there be further modes with complex $q$, even without loss?

A: No. Multiply $\varepsilon_zf''=\varepsilon_tq^2f$ by $f^*$ and integrate over the slab. Integration by parts gives

$$\varepsilon_z\big[f^*f'\big]_0^d-\varepsilon_z\int_0^d|f'|^2dz=\varepsilon_tq^2\int_0^d|f|^2dz .$$

By the boundary conditions the bracket term is $-q\,(\varepsilon_a|f(d)|^2+\varepsilon_s|f(0)|^2)$. Call the bracketed sum here $B$, and let $S=\int|f'|^2dz$ and $M=\int|f|^2dz$. Then

$$\varepsilon_zS+qB+\varepsilon_tq^2M=0 .$$

This is a quadratic in $q$ with real coefficients and discriminant $B^2-4\varepsilon_z\varepsilon_tSM$. In the hyperbolic case that is positive, so $q$ is real. (A constant $f$ has $S=0$, but the field equation then forces $q=0$.) For real $q>0$ the cosine form is the general real solution, so the ladder is complete. If all four permittivities are positive, so are the coefficients $\varepsilon_zS$ and $\varepsilon_tM$, while $B\ge0$. Real roots are then negative, and complex roots have real part $-B/(2\varepsilon_tM)\le0$. Decay away from the slab needs a positive real part, so there is no nonretarded mode. Ordinary guided modes near the light line lie outside this argument: at 1360 cm$^{-1}$, with all four permittivities positive, the slab described below guides a transverse-electric mode at 2.54 rad/µm.

I also solved this integral form directly, expanding $f$ in polynomials without using any phases. For the slab described below, the six lowest wavevectors in each of two hyperbolic bands agreed with the ladder to a relative $1.4\times10^{-11}$ or better.

Q: Give me numbers, then.

A: Take $d=50$ nm, a transparent substrate with $\varepsilon_s=2$, and air above. Each permittivity follows a one-phonon model,

$$\varepsilon(\omega)=\varepsilon_\infty\frac{\omega_{LO}^2-\omega^2}{\omega_{TO}^2-\omega^2},$$

where $\omega_{TO}$ and $\omega_{LO}$ are the transverse and longitudinal phonon frequencies. Along the layers I use $\varepsilon_\infty=4.9$ with 1370 and 1610 cm$^{-1}$; normal to them, $\varepsilon_\infty=3.0$ with 780 and 830 cm$^{-1}$. These are rough values for boron nitride. At 1500 cm$^{-1}$,

$$\varepsilon_t=4.9\,\frac{1610^2-1500^2}{1370^2-1500^2}=-4.493,\qquad \varepsilon_z=3.0\,\frac{830^2-1500^2}{780^2-1500^2}=2.853 .$$

So $s=\sqrt{2.853/4.493}=0.797$, and

$$\Delta q=\frac{\pi\times0.797}{0.050\ \mu\text{m}}=50.1\ \text{rad}/\mu\text{m},$$

or 0.0501 rad/nm. The inverted ratio would have given 78.9 rad/µm.

The phases are $\alpha=\arctan(2\times0.797/2.853)=0.509$ and $\beta=\arctan(0.797/2.853)=0.272$. With $s/d=15.94$ rad/µm, the lowest mode is at $15.94\times0.782=12.5$ rad/µm, an in-plane wavelength of 504 nm. The next two are at 62.5 and 112.6 rad/µm, with wavelengths of 100 and 56 nm. The wavevectors are evenly spaced; the wavelengths are not.

Q: The lowest mode stands apart. Has it a simpler meaning?

A: When both phases are small, $\alpha+\beta\approx(\varepsilon_s+\varepsilon_a)s/\varepsilon_z$. Since $s^2/\varepsilon_z=-1/\varepsilon_t$,

$$q_0\approx\frac{\varepsilon_s+\varepsilon_a}{|\varepsilon_t|\,d}\qquad(\varepsilon_z>0).$$

The normal permittivity has dropped out: the potential is nearly uniform across the slab, which acts as a thin polarizable sheet. Here the estimate is $3/(4.493\times0.050)=13.4$ rad/µm, about 7% above the full $q_0$, because the phases are not very small.

The opposite limit is a very large positive permittivity on both sides. For $\varepsilon_z>0$ each phase tends to $\pi/2$, so $Kd=(n+1)\pi$ and the potential vanishes at both faces. The ladder has moved up, with the same spacing. A metal has a large negative $\varepsilon$ instead, and the phases tend to $-\pi/2$. The rungs near $Kd=\pi,2\pi,\dots$ are the same, but one more rung remains near $Kd=0$, at $q\approx2\varepsilon_z/(|\varepsilon|d)$. There retardation cannot be dropped: for $\varepsilon=-2000$ the full Maxwell problem puts this mode at 2.2 rad/µm.

Q: What changes in the other band, where the signs are exchanged?

A: At 800 cm$^{-1}$ the model gives $\varepsilon_t=7.73$ and $\varepsilon_z=-4.64$, hence $s=0.775$ and $\Delta q=48.7$ rad/µm, with thickness and surroundings held fixed. The ladder starts at $n=1$, at 41.1 rad/µm. The larger difference is the direction of energy flow.

To see it, call the left side of the integral relation $F$, for real $f$. Vary $f$ by $\delta f$ and integrate by parts:

$$\tfrac12\delta F=\int_0^d(-\varepsilon_zf''+\varepsilon_tq^2f)\,\delta f\,dz+[\varepsilon_zf'(d)+\varepsilon_aqf(d)]\,\delta f(d)+[\varepsilon_sqf(0)-\varepsilon_zf'(0)]\,\delta f(0).$$

Every bracket vanishes for a mode. The change of mode shape with frequency therefore does not matter to first order, and $dq/d\omega=-F_\omega/F_q$, where subscripts denote partial derivatives. With nondispersive surroundings,

$$F_\omega=\frac{d\varepsilon_z}{d\omega}S+\frac{d\varepsilon_t}{d\omega}q^2M .$$

This is positive, because in the phonon model

$$\frac{d\varepsilon}{d(\omega^2)}=\varepsilon_\infty\frac{\omega_{LO}^2-\omega_{TO}^2}{(\omega_{TO}^2-\omega^2)^2}>0 .$$

The other derivative is $F_q=B+2\varepsilon_tqM$. Multiplying by $q$ and replacing $qB$ by $-\varepsilon_zS-\varepsilon_tq^2M$,

$$qF_q=\varepsilon_tq^2M-\varepsilon_zS .$$

For $\varepsilon_z>0>\varepsilon_t$ this is negative and $dq/d\omega>0$. For the opposite signs $dq/d\omega<0$: on the nonretarded ladder the group velocity points against the wavevector. For the lowest modes the values are $+0.197$ rad/µm per cm$^{-1}$ at 1500 cm$^{-1}$ and $-2.02$ at 800 cm$^{-1}$.

Q: Is there a picture of the spacing that does not need the mode condition?

A: Follow a ray. The group velocity is the gradient of $\omega(q,K)$, so it is perpendicular to the line of constant frequency, $K=q/s$. Along that line $dK=dq/s$, and $v_x\,dq+v_z\,dK=0$ gives $|v_x/v_z|=1/s$. Crossing the slab moves the ray sideways by $d/s$, and a round trip moves it by

$$L=\frac{2d}{s}=\frac{2\pi}{\Delta q}.$$

For the 1500 cm$^{-1}$ example, $L=100/0.797=125$ nm. The modes say the same. A sum of them contains factors $e^{iq_0x}e^{in\Delta q\,x}$, and a shift by $L$ multiplies every term by the same phase $e^{iq_0L}$. The intensity pattern of a lossless superposition of modes with $q>0$ therefore repeats after one round trip. Modes at $-q$ pick up $e^{-iq_0L}$ instead, so a sum containing both directions does not in general repeat.

Q: You dropped retardation. How much does that cost?

A: Let $k_0=\omega/c$. The full transverse-magnetic problem has inside the slab

$$k_z^2=\varepsilon_t\left(k_0^2-\frac{q^2}{\varepsilon_z}\right)=K^2\left(1-\varepsilon_z\frac{k_0^2}{q^2}\right),$$

where the second form uses $\varepsilon_t=-\varepsilon_zK^2/q^2$. Outside, the decay constant becomes $\sqrt{q^2-\varepsilon k_0^2}$, with $\varepsilon$ the permittivity there. Both corrections are of relative order $(k_0/q)^2$. Since $q_n\propto1/d$, the relative shift of a given mode should scale as $d^2$ at fixed frequency.

Here $k_0=0.942$ rad/µm and $(k_0/q_0)^2=0.0057$. Solving the full condition raises $q_0$ by 0.51% relative to the nonretarded value and changes the first spacing by $-0.09$%. Halving the thickness reduces the shift of $q_0$ by a factor of 3.99, close to the expected 4.

The approximation fails towards the lower edge of the upper band. There $\varepsilon_t\to-\infty$, so the sheet formula sends $q_0$ towards zero, where it is no longer large compared with $k_0$. At 1400 cm$^{-1}$ the full value is already 1.97 rad/µm against the nonretarded 1.60. The lowest mode also drops towards the light line at the upper edge of the lower band, where $\varepsilon_z\to0$: at 829 cm$^{-1}$ the full value is 1.58 rad/µm against 1.71. It does not reach the light line. A second branch, with $dq/d\omega>0$, leaves the substrate light line between 829.0 and 829.1 cm$^{-1}$; the two meet near 0.9 rad/µm between 829.3 and 829.35 cm$^{-1}$, and above that this mode has no real wavevector.

Q: Real phonons are damped. Does the ladder survive?

A: The algebra survives with complex permittivities, and $q_n$ becomes complex. For fields varying as $e^{-i\omega t}$, damping replaces $\omega^2$ in the denominator of the phonon response by $\omega^2+i\gamma\omega$:

$$\varepsilon=\varepsilon_\infty\left(1+\frac{\omega_{LO}^2-\omega_{TO}^2}{\omega_{TO}^2-\omega^2-i\gamma\omega}\right).$$

To first order in $\gamma$ this shifts the frequency to $\omega+i\gamma/2$, provided both phonons have the same $\gamma$. Hence

$$\text{Im}\,q_n\approx\frac{\gamma}{2}\frac{dq_n}{d\omega}.$$

With a rough $\gamma=5$ cm$^{-1}$ the lowest mode at 1500 cm$^{-1}$ should have $2.5\times0.197=0.49$ rad/µm. The complex ladder gives 0.491, so the amplitude falls by a factor $e$ in about 2.0 µm. In the lower band the imaginary part is negative when the real part is positive, as it must be when energy travels against the wavevector.

At 1500 cm$^{-1}$ the real spacing hardly moves, by $-0.02$%. The reason is that $\gamma$ enters as $i\gamma$ in functions with real coefficients, so the real part changes first at order $\gamma^2$.

Q: So damping is harmless?

A: For the spacing in the middle of the upper band, yes; for seeing separate modes, no. With the same $\gamma$ the real spacing moves by $-0.8$% at 800 cm$^{-1}$, and by more than 2% at 790 and 1600 cm$^{-1}$, near band edges. Take 1500 cm$^{-1}$ first. The complex ladder is still linear in $n$, so the imaginary part grows linearly, from 0.49 at $n=0$ to 5.78 rad/µm at $n=5$, or 1.06 per mode. A resonance $1/(q-q_n)$, squared in magnitude, has full width $2\,\text{Im}\,q_n$ at half height. This equals the spacing when $\text{Im}\,q_n\approx25$ rad/µm, at $n\approx(25.0-0.5)/1.06\approx23$. The first integer past that point is $n=24$, and from there on each peak is wider than the spacing, so neighbours overlap strongly. This is a criterion of width, not a sharp point at which all structure disappears. In the imaginary part of the nonretarded reflection coefficient, the contrast (peak minus next minimum, over their sum) falls smoothly: 0.77 at $n=5$, 0.46 at $n=10$, 0.25 at $n=15$ and 0.08 at $n=24$. The count also leans on the continuum model at high order; the discrete stacks described below meet the same criterion at $n=21$ to 23. The count depends strongly on frequency: the same criterion is met at $n=11$ at 1400 cm$^{-1}$, $n=3$ at 1600 cm$^{-1}$ and $n=5$ at 800 cm$^{-1}$.

Q: You insisted on half-spaces. What if the slab does not quite touch the substrate?

A: Then equal spacing fails. Let an air gap of thickness $g$ separate them. At the substrate surface $\phi'=\varepsilon_sq\phi$, so in the gap $\phi\propto\cosh q(z+g)+\varepsilon_s\sinh q(z+g)$. At the slab face the ratio $\phi'/(q\phi)$, which plays the part of $\varepsilon_s$, is

$$\varepsilon_{\text{eff}}(q)=\frac{\varepsilon_s+\tanh qg}{1+\varepsilon_s\tanh qg}.$$

For $\varepsilon_s>1$ it falls from $\varepsilon_s$ at $\varepsilon_sqg\ll1$ to 1 at $qg\gg1$. At $qg=0.05$ it has lost 7% for $\varepsilon_s=2$ but 37% for $\varepsilon_s=11.7$. The phase $\alpha$ now depends on $q$, and

$$q_{n+1}-q_n=\Delta q+\frac{s}{d}\big[\alpha(q_{n+1})-\alpha(q_n)\big].$$

For $\varepsilon_z>0$ and $\varepsilon_s>1$ the bracket is negative. With a 5 nm gap at 1500 cm$^{-1}$, the first spacings are 48.6, 49.3, 49.6, 49.8 and 49.9 rad/µm. They climb towards 50.1 as the modes cease to feel the substrate. The spread is 2.6% of $\Delta q$. A high-index substrate makes it larger: for $\varepsilon_s=11.7$, a rough value for silicon, the first spacing lies 4.4% below $\Delta q$ with a 1 nm gap and 11.5% below with a 5 nm gap.

Q: And the slab is made of atomic layers. How thin may it be?

A: The phase per layer, $Kb$ with layer spacing $b$, must be small. For a size estimate, replace the derivative by a difference between neighbouring layers. Then $K$ becomes $(2/b)\sin(Kb/2)\approx K[1-(Kb)^2/24]$. With $b\approx0.33$ nm, the $n=5$ mode has $Kb=0.11$ and a correction of 0.05%.

For $N$ layers, $Kb=(n\pi+\alpha+\beta)/N$. With the phases above, the same estimate for $n=1$ reaches 1% at $N=3.92/\sqrt{0.24}\approx8$. The coefficient depends on the discrete model: a stack of thin polarizable sheets in vacuum, with the same long-wavelength permittivities, lowers $q_1$ by 8.3 to 8.5% at $N=8$, depending on how the sheet is defined, and by 0.6% at $N=32$. For the 50 nm slab, about 152 layers, that stack lowers $q_5$ by 0.4 to 0.5%, the step from $n=4$ to 5 by about 1% and the step from $n=23$ to 24 by 20%; the difference model gives 0.13% and 3% for these steps. Even spacing is thus a property of the low modes. This is not a microscopic theory: it omits surface layers and any change of the phonons with thickness, so it shows where to distrust the bulk formula, not how to repair it.

Q: How far would you trust the 50 rad/µm for a real flake?

A: The phonon parameters are rough, so the figure is an estimate for a flake of this thickness. With 4.9, 1360 and 1614 cm$^{-1}$ along the layers and 2.95, 760 and 825 cm$^{-1}$ normal to them, the spacing at 1500 cm$^{-1}$ stays at 50.2 rad/µm, but at 800 cm$^{-1}$ it falls from 48.7 to 30.9. With 5.1, 1394.5 and 1650 cm$^{-1}$ and 2.5, 785 and 845 cm$^{-1}$, rough values for $^{10}$B-enriched material, it is 34.3 rad/µm at 1500 cm$^{-1}$. The assumed substrate is a further idealization. Silica, for example, has a vibrational absorption near 800 cm$^{-1}$, so a real, constant $\varepsilon_s=2$ does not describe it there. As a uniform half-space it would shift and damp the ladder without changing its step. Of the other departures sized here at 1500 cm$^{-1}$, the gap moves individual spacings most: the first lies about 3% below $\Delta q$ for the 5 nm gap and 3.8% below for gaps of 10 and 20 nm. Next comes phonon frequency: lowering both in-plane frequencies by an assumed 2 cm$^{-1}$ on heating, with all else fixed, raises the spacing by 1.7%. One extra layer lowers it by 0.7%.

A thickness inferred from a spacing measured near 1500 cm$^{-1}$ therefore inherits errors of a few per cent from contact and temperature, if they resemble these and the substrate permittivity is near 2 (on a high-index substrate a gap of a few nanometres can cost about 10%), provided the permittivities of the flake itself are known; otherwise their uncertainty can be far larger. The numerical output below gives the values for the main example.

## Values computed for the example and the checks

```
in-plane eps_inf, TO, LO (cm^-1): (4.9, 1370.0, 1610.0)
normal eps_inf, TO, LO (cm^-1): (3.0, 780.0, 830.0)
slab thickness: 50.0 nm
substrate and top permittivity: 2.0, 1.0
main frequency: 1500 cm^-1
eps_t, eps_z: -4.4929, 2.8529
s = sqrt(-eps_z/eps_t): 0.7969
alpha, beta: 0.5094, 0.2724 rad
spacing pi*s/d: 50.068 rad/um = 0.05007 rad/nm
spacing if the ratio were inverted (wrong): 78.850 rad/um
n=0: q = 12.460 rad/um, wavelength = 504.27 nm
n=1: q = 62.528 rad/um, wavelength = 100.49 nm
n=2: q = 112.596 rad/um, wavelength = 55.80 nm
n=3: q = 162.664 rad/um, wavelength = 38.63 nm
n=4: q = 212.732 rad/um, wavelength = 29.54 nm
n=5: q = 262.800 rad/um, wavelength = 23.91 nm
ray hop per round trip, from group velocity: 125.49 nm
largest relative error of ladder vs eigenproblem: 1.4e-11
dq/dw of lowest mode at 1500 cm^-1: 0.1965 (rad/um)/cm^-1
second frequency: 800 cm^-1
eps_t, eps_z there: 7.7333, -4.6424
s there: 0.7748; spacing there: 48.682 rad/um
lowest mode there (n=1): 41.127 rad/um
dq/dw of lowest mode there: -2.0209 (rad/um)/cm^-1
free-space wavevector at main frequency: 0.9425 rad/um
(k0/q_0)^2: 0.00572
retardation, relative shift of q_0: 0.507 %
retardation shift ratio, d against d/2: 3.994
retardation, change of first spacing: -0.0887 %
phonon damping (rough input): 5.0 cm^-1
Im q_0, Im q_5: 0.491, 5.780 rad/um
amplitude decay length of n=0: 2036 nm
damping, change of real spacing: -0.0242 %
first n with 2 Im q_n >= spacing: 24
air gap: 5.0 nm
spacings with gap (rad/um): 48.614, 49.308, 49.648, 49.827, 49.927
spread of spacings with gap: 2.62 %
assumed phonon softening: 2.0 cm^-1
softening, change of spacing: 1.69 %
layer spacing (rough input): 0.33 nm
one layer more, change of spacing: -0.66 %
phase per layer K*b of n=5: 0.1088 rad
discreteness estimate (K*b)^2/24 of n=5: 0.0494 %
```
